# Transition dipoles between separately optimized states: overlap, origin and state interaction: a program that tests the result

```python
# Result under test: for separately optimized states A, B with overlap S,
# the electronic transition dipole changes by N*O*S when the origin moves by O;
# with the nuclear term it changes by -Q*O*S (N electrons, total charge Q).
# Origin independence for Q=0 does not remove permanent-dipole contamination.
# State interaction (SI), H c = E S c in span(A,B), gives an orthogonal pair and
# a moment independent of origin and of the mixing of A and B.
# All quantities are in Hartree atomic units; dipoles are z components.
import os
for _name in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[_name] = "1"
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.sparse.linalg import LinearOperator, eigsh
from pyscf import gto, scf, fci, ao2mo, mcscf, lib
from pyscf.fci import cistring, spin_op

lib.num_threads(1)
BASIS = "6-31g"
SINGLETS = np.array([[1, 0, 0], [0, 0, 2**-0.5], [0, 0, 2**-0.5], [0, 1, 0]])


def solve_root(c, h, g_pairs, e_nuc, root):
    """Energy, CI matrix and orbital derivative for two active electrons
    in two orbitals (columns 1, 2 of c) outside a closed core (column 0)."""
    n = len(h)
    pairs = (c[:, None, :, None]*c[None, :, None, :]).reshape(n*n, 9)
    g_half = g_pairs @ pairs
    v = (pairs.T @ g_half).reshape(3, 3, 3, 3)
    t = c.T @ h @ c
    f = t[1:, 1:] + 2*v[0, 0, 1:, 1:] - v[0, 1:, 1:, 0]
    ham = np.kron(f, np.eye(2)) + np.kron(np.eye(2), f)
    ham = ham + v[1:, 1:, 1:, 1:].transpose(0, 2, 1, 3).reshape(4, 4)
    e, vec = np.linalg.eigh(SINGLETS.T @ ham @ SINGLETS)
    ci = (SINGLETS @ vec[:, root]).reshape(2, 2)
    energy = e[root] + 2*t[0, 0] + v[0, 0, 0, 0] + e_nuc

    density = 2*ci @ ci.T
    one = np.zeros((3, 3))
    one[0, 0], one[1:, 1:] = 2, density
    two = np.zeros((3, 3, 3, 3))
    two[0, 0, 0, 0] = 1
    two[0, 0, 1:, 1:] = 2*density
    two[0, 1:, 1:, 0] = -density
    two[1:, 1:, 1:, 1:] = np.einsum("ab,cd->acbd", ci, ci)
    two = two.reshape(9, 9)
    d_pairs = (g_half @ (two + two.T)).reshape(n, n, 3, 3)
    slope = h @ c @ (one + one.T)
    slope = slope + np.einsum("pqij,qj->pi", d_pairs, c)
    slope = slope + np.einsum("qpji,qj->pi", d_pairs, c)
    return energy, ci, slope


def optimize_state(h, g, e_nuc, start, root):
    """Minimize one CI root with respect to core and active orbitals."""
    n = len(h)
    g_pairs = g.reshape(n*n, n*n)
    base = start.copy()
    size = (n-1) + 2*(n-3)

    def factor(x):
        y = np.zeros((n, 3))
        y[:3, :3] = np.eye(3)
        y[1:, 0] = x[:n-1]
        y[3:, 1:] = x[n-1:].reshape(n-3, 2)
        return np.linalg.qr(base @ y)

    def energy_gradient(x):
        q, r = factor(x)
        energy, _, slope = solve_root(q, h, g_pairs, e_nuc, root)
        # chain rule through the orthonormalization
        m = -slope.T @ q
        m = np.tril(m) + np.tril(m, -1).T
        back = base.T @ np.linalg.solve(r, (slope + q @ m).T).T
        return energy, np.concatenate([back[1:, 0], back[3:, 1:].ravel()])

    zero = np.zeros(size)
    for _ in range(4):
        fit = minimize(energy_gradient, zero, jac=True, method="BFGS",
                       options={"gtol": 1e-7, "maxiter": 150})
        base = np.linalg.qr(factor(fit.x)[0], mode="complete")[0]
        if np.max(np.abs(energy_gradient(zero)[1])) < 1e-6:
            break
    # independent finite-difference measure of stationarity
    step, steepest = 1e-4, 0.0
    for d in step*np.eye(size):
        diff = energy_gradient(d)[0] - energy_gradient(-d)[0]
        steepest = max(steepest, abs(diff)/(2*step))
    c = factor(zero)[0]
    energy, ci, _ = solve_root(c, h, g_pairs, e_nuc, root)
    return energy, c, ci, steepest


def study(name, atoms, charge, bond):
    mol = gto.M(atom=[(atoms[0], (0, 0, 0)), (atoms[1], (0, 0, bond))],
                basis=BASIS, charge=charge, unit="Bohr", verbose=0)
    mf = scf.RHF(mol).run(conv_tol=1e-11)
    assert mf.converged
    mo, norb, nelec = mf.mo_coeff, mf.mo_coeff.shape[1], (2, 2)
    n_el, e_nuc = mol.nelectron, mol.energy_nuc()
    s_ao, h_ao = mol.intor("int1e_ovlp"), mf.get_hcore()
    sigma = [i for i, t in enumerate(mol.ao_labels(fmt=None)) if t[3] in ("", "z")]
    n_sig = len(sigma)
    assert n_sig == 7 and norb == 11
    ss, sv = np.linalg.eigh(s_ao[np.ix_(sigma, sigma)])
    x = np.zeros((norb, n_sig))
    x[sigma] = sv @ np.diag(ss**-0.5) @ sv.T
    h_sig = x.T @ h_ao @ x
    g_sig = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                      x, x, x, x, optimize=True)
    start = np.linalg.eigh(x.T @ mf.get_fock() @ x)[1]

    # separate optimizations; the lowest stationary solution of each is kept
    states = []
    for root in (0, 1):
        runs = []
        for k in (2, 3):
            order = [0, 1, k] + [j for j in range(2, n_sig) if j != k]
            runs.append(optimize_state(h_sig, g_sig, e_nuc, start[:, order], root))
        runs = [r for r in runs if r[3] < 1e-5]
        assert runs, "no stationary solution found"
        states.append(min(runs, key=lambda r: r[0]))
    e_state = [r[0] for r in states]
    c_ao = [x @ r[1] for r in states]
    c_act = [r[2] for r in states]

    # expansion of both states in one common full determinant space
    occ = np.array(cistring.gen_occslst(range(norb), 2))
    i, j = occ[:, 0], occ[:, 1]

    def expand(c, ci):
        u = mo.T @ s_ao @ c
        minors = u[i, 0][:, None]*u[j, 1:] - u[j, 0][:, None]*u[i, 1:]
        return minors @ ci @ minors.T

    a, b = [expand(c, ci) for c, ci in zip(c_ao, c_act)]
    if np.sum(a*b) < 0:
        b, c_act[1] = -b, -c_act[1]
    overlap = np.sum(a*b)
    assert 1e-3 < overlap < 0.9

    h_mo = mo.T @ h_ao @ mo
    eri = ao2mo.kernel(mol, mo)
    h2 = fci.direct_spin1.absorb_h1e(h_mo, eri, norb, nelec, 0.5)

    def apply_h(c):
        c = np.ascontiguousarray(c)
        return fci.direct_spin1.contract_2e(h2, c, norb, nelec) + e_nuc*c

    def z_ao(origin):
        with mol.with_common_orig((0, 0, origin)):
            return mol.intor("int1e_r")[2]

    def electronic(vectors, origin):
        z = mo.T @ z_ao(origin) @ mo
        vectors = [np.ascontiguousarray(p) for p in vectors]
        return np.array([[-np.sum(z*fci.direct_spin1.trans_rdm1(p, q, norb, nelec))
                          for q in vectors] for p in vectors])

    def nuclear(origin):
        return np.dot(mol.atom_charges(), mol.atom_coords()[:, 2] - origin)

    ha, hb = apply_h(a), apply_h(b)
    hm = np.array([[np.sum(a*ha), np.sum(a*hb)], [np.sum(b*ha), np.sum(b*hb)]])
    sm = np.array([[np.sum(a*a), overlap], [overlap, np.sum(b*b)]])
    assert np.allclose(np.diag(sm), 1, atol=1e-9)
    assert np.allclose(np.diag(hm), e_state, atol=1e-8)

    # the library CASSCF must accept the ground-state orbitals as stationary
    full = mo @ np.linalg.qr(mo.T @ s_ao @ c_ao[0], mode="complete")[0]
    mc = mcscf.CASSCF(mf, 2, 2)
    mc.verbose = 0
    assert abs(mc.kernel(full)[0] - e_state[0]) < 1e-6

    # nonorthogonal cofactor route for overlap and dipole
    o3 = c_ao[0].T @ s_ao @ c_ao[1]
    d3 = c_ao[0].T @ z_ao(0.0) @ c_ao[1]
    s2 = o3[0, 0]*o3[1:, 1:] - np.outer(o3[1:, 0], o3[0, 1:])
    d2 = (d3[0, 0]*o3[1:, 1:] + o3[0, 0]*d3[1:, 1:]
          - np.outer(o3[1:, 0], d3[0, 1:]) - np.outer(d3[1:, 0], o3[0, 1:]))
    ca, cb = c_act
    el0 = electronic([a, b], 0.0)
    assert abs(np.sum(ca*(s2 @ cb @ s2.T)) - overlap) < 1e-9
    assert abs(-np.sum(ca*(d2 @ cb @ s2.T + s2 @ cb @ d2.T)) - el0[0, 1]) < 1e-8

    # displaced origin, with freshly computed integrals
    shift = 5.0
    el5 = electronic([a, b], shift)
    tot0, tot5 = el0 + nuclear(0.0)*sm, el5 + nuclear(shift)*sm
    assert abs(el5[0, 1] - el0[0, 1] - n_el*shift*overlap) < 1e-8
    assert abs(tot5[0, 1] - tot0[0, 1] + charge*shift*overlap) < 1e-8
    null_origin = -el0[0, 1]/(n_el*overlap)
    assert abs(electronic([a, b], null_origin)[0, 1]) < 1e-8

    # three orthogonalizations: formulas against explicit vectors
    norm = np.sqrt(1 - overlap**2)

    def orthogonalized(m):
        return np.array([(m[0, 1] - overlap*m[0, 0])/norm,
                         (m[0, 1] - overlap*m[1, 1])/norm,
                         (m[0, 1] - overlap*(m[0, 0]+m[1, 1])/2)/norm**2])

    ortho = orthogonalized(tot0)
    assert np.allclose(ortho, orthogonalized(tot5), atol=1e-8)
    sw, su = np.linalg.eigh(sm)
    root_inv = su @ np.diag(sw**-0.5) @ su.T
    explicit = []
    for p, q in ((a, (b-overlap*a)/norm), ((a-overlap*b)/norm, b),
                 (root_inv[0, 0]*a+root_inv[1, 0]*b,
                  root_inv[0, 1]*a+root_inv[1, 1]*b)):
        explicit.append(electronic([p, q], shift)[0, 1])
    assert np.allclose(ortho, explicit, atol=1e-8)

    # state interaction
    e_si, v = eigh(hm, sm)
    w = v.T @ sm
    v = v * np.sign([w[0, 0], w[1, 1]])
    w = v.T @ sm
    psi = [v[0, k]*a + v[1, k]*b for k in (0, 1)]
    si0, si5 = electronic(psi, 0.0)[0, 1], electronic(psi, shift)[0, 1]
    assert abs(si0 - si5) < 1e-8
    h12 = (hm[0, 1] - overlap*hm[0, 0])/norm
    h22 = (hm[1, 1] - 2*overlap*hm[0, 1] + overlap**2*hm[0, 0])/norm**2
    m22 = (tot5[1, 1] - 2*overlap*tot5[0, 1] + overlap**2*tot5[0, 0])/norm**2
    theta = 0.5*np.arctan2(2*h12, h22 - hm[0, 0])
    closed = np.cos(2*theta)*ortho[0] + 0.5*np.sin(2*theta)*(tot5[0, 0] - m22)
    assert abs(abs(closed) - abs(si0)) < 1e-7

    # permanent-dipole content of the raw moment, at the first nucleus
    m_si = electronic(psi, 0.0) + nuclear(0.0)*np.eye(2)
    permanent = w[0, 0]*w[0, 1]*m_si[0, 0] + w[1, 0]*w[1, 1]*m_si[1, 1]
    transition = (w[0, 0]*w[1, 1] + w[1, 0]*w[0, 1])*m_si[0, 1]
    assert abs(permanent + transition - tot0[0, 1]) < 1e-8

    # changing the basis of the same span changes the raw but not the SI moment
    mixed = b + 0.3*a
    mixed = mixed/np.linalg.norm(mixed)
    hmix = apply_h(mixed)
    h_new = np.array([[hm[0, 0], np.sum(a*hmix)], [np.sum(a*hmix), np.sum(mixed*hmix)]])
    s_new = np.array([[1, np.sum(a*mixed)], [np.sum(a*mixed), 1]])
    el_new = electronic([a, mixed], 0.0)
    v_new = eigh(h_new, s_new)[1]
    raw_mixed = el_new[0, 1] + nuclear(0.0)*s_new[0, 1]
    assert abs(abs(v_new[:, 0] @ el_new @ v_new[:, 1]) - abs(si0)) < 1e-7
    assert abs(raw_mixed - tot0[0, 1]) > 1e-3

    # curvature of the lower root in a uniform field
    field = 1e-4
    low = [eigh(hm - e_si[0]*sm - f*tot0, sm, eigvals_only=True)[0]
           for f in (-field, 0.0, field)]
    curvature = -(low[0] - 2*low[1] + low[2])/field**2
    gap = e_si[1] - e_si[0]
    assert abs(curvature - 2*si0**2/gap) < 1e-3*abs(curvature) + 1e-4

    # full CI reference: coefficients symmetric under spin exchange (no triplets)
    # and an even number of pi electrons (no Pi states)
    is_pi = (np.max(np.abs(mo[sigma]), axis=0) < 1e-6).astype(int)
    assert is_pi.sum() == norb - n_sig
    parity = is_pi[i] + is_pi[j]
    allowed = (parity[:, None] + parity[None, :]) % 2 == 0
    rows, cols = np.nonzero(np.triu(allowed))
    scale = np.where(rows == cols, 1.0, 2**-0.5)

    def unfold(y):
        c = np.zeros(a.shape)
        c[rows, cols] = np.ravel(y)*scale
        c[cols, rows] = np.ravel(y)*scale
        return c

    def fold(c):
        return c[rows, cols]/scale

    operator = LinearOperator((len(rows), len(rows)), dtype=float,
                              matvec=lambda y: fold(apply_h(unfold(y))))
    e_fci, y_fci = eigsh(operator, k=2, which="SA", v0=fold(psi[0] + psi[1]),
                         ncv=40, tol=1e-10)
    order = np.argsort(e_fci)
    e_fci = e_fci[order]
    c_fci = [unfold(y_fci[:, k]) for k in order]
    for k in (0, 1):
        assert np.linalg.norm(apply_h(c_fci[k]) - e_fci[k]*c_fci[k]) < 1e-4
        assert abs(spin_op.spin_square0(c_fci[k], norb, nelec)[0]) < 1e-6
        assert min(e_state[k], e_si[k]) > e_fci[k] - 1e-7
    match = [np.sum(c_fci[k]*psi[k]) for k in (0, 1)]
    assert min(np.abs(match)) > 0.7
    mu_fci = electronic(c_fci, 0.0)[0, 1]*np.sign(match[0]*match[1])

    debye = (constants.physical_constants["atomic unit of electric dipole mom."][0]
             * constants.c/1e-21)
    print(f"{name}: charge {charge}, electrons {n_el}, bond {bond:.1f} bohr, {BASIS}")
    print(f" E_A, E_B separately optimized: {e_state[0]:.6f}, {e_state[1]:.6f} hartree")
    print(f" overlap S: {overlap:.5f}; H_AB: {hm[0, 1]:.6f} hartree")
    print(f" mu_AA, mu_BB total, origin 0: {tot0[0, 0]:.4f}, {tot0[1, 1]:.4f} au")
    print(f" raw electronic mu_AB, origin 0 and {shift:.0f} bohr: "
          f"{el0[0, 1]:.4f}, {el5[0, 1]:.4f} au")
    print(f" raw total mu_AB, origin 0 and {shift:.0f} bohr: "
          f"{tot0[0, 1]:.4f}, {tot5[0, 1]:.4f} au")
    print(f" origin where raw electronic mu_AB vanishes: {null_origin:.4f} bohr")
    print(f" orthogonalized, A kept / B kept / symmetric: "
          f"{ortho[0]:.4f} / {ortho[1]:.4f} / {ortho[2]:.4f} au")
    print(f" SI energies E_0, E_1: {e_si[0]:.6f}, {e_si[1]:.6f} hartree")
    print(f" SI gap: {gap:.6f} hartree; mixing angle theta: {theta:.5f} rad")
    print(f" SI mu_01, origin 0 and {shift:.0f} bohr: {si0:.4f}, {si5:.4f} au")
    print(f" SI mu_01 converted: {si0*debye:.4f} debye")
    print(f" a0, a1; b0, b1: {w[0, 0]:.5f}, {w[1, 0]:.5f}; {w[0, 1]:.5f}, {w[1, 1]:.5f}")
    print(f" SI mu_00, mu_11 total, origin 0: {m_si[0, 0]:.4f}, {m_si[1, 1]:.4f} au")
    print(f" raw total at 0 = permanent + transition: "
          f"{permanent:.4f} + {transition:.4f} au")
    print(f" raw total at 0 after B -> normalized B+0.3A: {raw_mixed:.4f} au")
    print(f" field curvature -E'': {curvature:.3f} au; from SI mu: {2*si0**2/gap:.3f} au")
    print(f" same formula with raw total mu at 0: {2*tot0[0, 1]**2/gap:.3f} au")
    print(f" full CI E_0, E_1: {e_fci[0]:.6f}, {e_fci[1]:.6f} hartree")
    print(f" full CI mu_01: {mu_fci:.4f} au = {mu_fci*debye:.4f} debye")
    print(f" overlaps of SI with full CI states: {abs(match[0]):.5f}, {abs(match[1]):.5f}",
          flush=True)


study("LiH", ("Li", "H"), 0, 3.0)
study("BeH+", ("Be", "H"), 1, 2.5)
print("OK")
```

Printed output:

```
LiH: charge 0, electrons 4, bond 3.0 bohr, 6-31g
 E_A, E_B separately optimized: -7.995697, -7.875682 hartree
 overlap S: 0.01435; H_AB: -0.113977 hartree
 mu_AA, mu_BB total, origin 0: -2.1784, 1.9612 au
 raw electronic mu_AB, origin 0 and 5 bohr: -1.1044, -0.8175 au
 raw total mu_AB, origin 0 and 5 bohr: -1.0614, -1.0614 au
 origin where raw electronic mu_AB vanishes: 19.2436 bohr
 orthogonalized, A kept / B kept / symmetric: -1.0302 / -1.0896 / -1.0600 au
 SI energies E_0, E_1: -7.995702, -7.875674 hartree
 SI gap: 0.120028 hartree; mixing angle theta: 0.00621 rad
 SI mu_01, origin 0 and 5 bohr: -1.0561, -1.0561 au
 SI mu_01 converted: -2.6843 debye
 a0, a1; b0, b1: 0.99998, 0.00621; 0.00814, 0.99997
 SI mu_00, mu_11 total, origin 0: -2.1654, 1.9787 au
 raw total at 0 = permanent + transition: -0.0053 + -1.0561 au
 raw total at 0 after B -> normalized B+0.3A: -1.6361 au
 field curvature -E'': 18.584 au; from SI mu: 18.584 au
 same formula with raw total mu at 0: 18.771 au
 full CI E_0, E_1: -7.998142, -7.876968 hartree
 full CI mu_01: -1.0542 au = -2.6796 debye
 overlaps of SI with full CI states: 0.99889, 0.99934
BeH+: charge 1, electrons 4, bond 2.5 bohr, 6-31g
 E_A, E_B separately optimized: -14.863047, -14.676327 hartree
 overlap S: 0.02577; H_AB: -0.380914 hartree
 mu_AA, mu_BB total, origin 0: -0.9067, 1.2237 au
 raw electronic mu_AB, origin 0 and 5 bohr: -1.0466, -0.5312 au
 raw total mu_AB, origin 0 and 5 bohr: -0.9822, -1.1111 au
 origin where raw electronic mu_AB vanishes: 10.1537 bohr
 orthogonalized, A kept / B kept / symmetric: -0.9592 / -1.0141 / -0.9869 au
 SI energies E_0, E_1: -14.863071, -14.676288 hartree
 SI gap: 0.186783 hartree; mixing angle theta: 0.01126 rad
 SI mu_01, origin 0 and 5 bohr: -0.9835, -0.9835 au
 SI mu_01 converted: -2.4997 debye
 a0, a1; b0, b1: 0.99994, 0.01126; 0.01451, 0.99989
 SI mu_00, mu_11 total, origin 0: -0.8849, 1.2527 au
 raw total at 0 = permanent + transition: 0.0013 + -0.9835 au
 raw total at 0 after B -> normalized B+0.3A: -1.1929 au
 field curvature -E'': 10.357 au; from SI mu: 10.357 au
 same formula with raw total mu at 0: 10.330 au
 full CI E_0, E_1: -14.869887, -14.681493 hartree
 full CI mu_01: -1.0395 au = -2.6422 debye
 overlaps of SI with full CI states: 0.99695, 0.99720
OK
```
